# Why ferroelectric aging is nearly logarithmic: defects with broadly distributed barriers

## What happens

After an acceptor-doped ferroelectric has been cooled quickly or poled, its properties can drift without any external load. An internal bias field builds up that favours the existing polarization, and the permittivity falls. Plotted against the logarithm of time, the drift is often close to a straight line.

Independent defects can explain this if their activation energies are spread uniformly over a range $D=E_2-E_1$ much wider than $kT$. A defect with barrier $E$ relaxes in a time $\tau(E)=\nu^{-1}e^{E/kT}$. With $\tau_1=\tau(E_1)$ and $\tau_2=\tau(E_2)$, the relaxed fraction is

$$F(t)\simeq\frac{kT}{D}\left[\ln\frac{t}{\tau_1}+\gamma\right],\qquad \tau_1\ll t\ll\tau_2, \tag{1}$$

where $\gamma=0.577$ is Euler's constant. Each decade of time relaxes the same share of the defects, $kT\ln 10/D$. The logarithm belongs to a finite time window: the drift is linear in $t$ before it and saturates after it.

## Why: one defect

Take a defect dipole, such as an acceptor ion with a neighbouring oxygen vacancy, that can point along or against the local polarization. Its energy is $-w$ along and $+w$ against. The saddle between the two states lies at height $E$ above their midpoint, so the barrier is $E-w$ for turning into alignment and $E+w$ for turning out of it. With attempt frequency $\nu_0$ the two rates are

$$k_\uparrow=\nu_0e^{-(E-w)/kT},\qquad k_\downarrow=\nu_0e^{-(E+w)/kT}.$$

Let $m$ be the mean alignment. A fraction $(1+m)/2$ points along and $(1-m)/2$ against, so

$$\frac{dm}{dt}=k_\uparrow(1-m)-k_\downarrow(1+m)=(k_\uparrow-k_\downarrow)-(k_\uparrow+k_\downarrow)m .$$

The sum of the rates is $2\nu_0\cosh(w/kT)\,e^{-E/kT}$, and the difference has $\sinh$ in place of $\cosh$. Therefore

$$\frac{dm}{dt}=\frac{m_{eq}-m}{\tau(E)},\qquad m_{eq}=\tanh\frac{w}{kT},\qquad \nu=2\nu_0\cosh\frac{w}{kT}. \tag{2}$$

If the dipoles start at random, $m=0$ at $t=0$, the solution is $m=m_{eq}(1-e^{-t/\tau})$. A single defect species thus ages exponentially, not logarithmically.

The aligned dipoles act as a field. With $n$ defects per volume and an energy linear in the polarization $P$, they add the energy density $-nwmP/P_s$, where $P_s$ is the spontaneous polarization. An applied field $\mathcal E$ adds $-\mathcal EP$. The sum is $-(\mathcal E+\mathcal E_b)P$ with

$$\mathcal E_b=\frac{nwm}{P_s}. \tag{3}$$

In a sample poled in one direction, the hysteresis loop is therefore centred at $-\mathcal E_b$, provided that the dipoles stay frozen while the loop is taken. If domains of both signs have aged, their shifts are opposite and can cancel in the loop of the whole sample.

## Why: many defects

Assume that the defects do not influence one another, that $w$, $\nu_0$, $T$ and the polarization stay constant, and that the barriers are uniform on $[E_1,E_2]$. The relaxed fraction is then

$$F(t)=\frac1D\int_{E_1}^{E_2}\left[1-e^{-t/\tau(E)}\right]dE .$$

Substitute $x=t/\tau(E)=\nu t\,e^{-E/kT}$, so that $dE=-kT\,dx/x$. The lower limit becomes $t/\tau_1$, the upper one the smaller number $t/\tau_2$, and the minus sign reverses the limits:

$$F=\frac{kT}{D}\int_{t/\tau_2}^{t/\tau_1}\frac{1-e^{-x}}{x}dx=\frac{kT}{D}\left[\mathrm{Ein}\frac{t}{\tau_1}-\mathrm{Ein}\frac{t}{\tau_2}\right],\quad \mathrm{Ein}(x)=\int_0^x\frac{1-e^{-u}}{u}du. \tag{4}$$

To find the logarithm in $\mathrm{Ein}$, split the integral at $u=1$ and write $\int_1^x=\int_1^\infty-\int_x^\infty$ for the exponential part:

$$\mathrm{Ein}(x)=\ln x+\left[\int_0^1\frac{1-e^{-u}}{u}du-\int_1^\infty\frac{e^{-u}}{u}du\right]+\int_x^\infty\frac{e^{-u}}{u}du .$$

Integrating each term in the bracket by parts, with $1/u$ as the derivative of $\ln u$, leaves no boundary terms. The bracket becomes $-\int_0^\infty e^{-u}\ln u\,du=\gamma$. Call the last integral $\Gamma(0,x)$. Then $\mathrm{Ein}(x)=\ln x+\gamma+\Gamma(0,x)$.

For $t\gg\tau_1$ the term $\Gamma(0,t/\tau_1)$ is small, and for $t\ll\tau_2$ so is $\mathrm{Ein}(t/\tau_2)$. Dropping both gives equation (1). Since $1/u<1/x$ in the tail integral and $1-e^{-u}<u$, the error obeys

$$|F-F_{\log}|\le\frac{kT}{D}\left[\frac{t}{\tau_2}+\frac{\tau_1}{t}e^{-t/\tau_1}\right].$$

The two ends follow from the same formula. For $t\ll\tau_1$, $\mathrm{Ein}(x)\simeq x$ and $F\simeq(kT/D)(t/\tau_1-t/\tau_2)$, which is linear in time. For $t\gg\tau_2$ both $\mathrm{Ein}$ functions are logarithmic, and $F\to(kT/D)\ln(\tau_2/\tau_1)=1$, because $\ln(\tau_2/\tau_1)=D/kT$.

The slope shows how wide the window is. Since $d\,\mathrm{Ein}(x)/d\ln x=1-e^{-x}$,

$$\frac{dF}{d\ln t}=\frac{kT}{D}\left[e^{-t/\tau_2}-e^{-t/\tau_1}\right]. \tag{5}$$

It lies within 5 % of the plateau $kT/D$ from $t=3.00\,\tau_1$, where $e^{-t/\tau_1}=0.05$, to $t=0.0513\,\tau_2$, where $e^{-t/\tau_2}=0.95$. The edges cost $\log_{10}(3.00/0.0513)=1.77$ decades, which leaves

$$N=\frac{D}{kT\ln10}-1.77 \tag{6}$$

usable decades, provided that $D$ is at least about $6kT$. In a narrower band the two edges overlap.

## The moving front

At time $t$ the defects with $\tau=t$ have the barrier $E^*=kT\ln(\nu t)$. Defects well below $E^*$ have relaxed and those well above have not. The front $E^*$ advances by $kT\ln10$ per decade, and with a uniform distribution it meets equally many defects each time. Because $\ln(t/\tau_1)=(E^*-E_1)/kT$, equation (1) can be written $F=(E^*+\gamma kT-E_1)/D$. This is the result for a sharp step placed at $E^*+\gamma kT$.

The real front is blurred. A defect is 90 % relaxed at $x=\ln10$ and 10 % relaxed at $x=\ln(10/9)$, so the two barriers differ by $kT\ln[\ln10/\ln(10/9)]=3.08\,kT$. "Broad" therefore means broad compared with a few $kT$.

The distribution need not be uniform. For a smooth density $g(E)$ that is negligible at its ends, differentiating the average gives

$$\frac{dF}{d\ln t}=\int g(E)\,xe^{-x}\,dE=kT\int_0^\infty g(E^*-kT\ln x)\,e^{-x}dx .$$

The slope is $kT$ times an average of $g$ around the front. Under the weight $e^{-x}$ the moments are $\langle x^s\rangle=\Gamma(1+s)$, and $\ln\Gamma(1+s)=-\gamma s+\tfrac12(\pi^2/6)s^2+\dots$, so $-\ln x$ has mean $\gamma$ and variance $\pi^2/6$. Expanding $g$ to second order about $\bar E=E^*+\gamma kT$ gives

$$\frac{dF}{d\ln t}\simeq kT\left[g(\bar E)+\frac{\pi^2}{12}(kT)^2g''(\bar E)\right]. \tag{7}$$

Aging is nearly logarithmic when $g$ changes little over the energy that the front crosses during the observation.

## How large: a worked case

The parameters are rough values in the regime of acceptor-doped, "hard" lead zirconate titanate ceramics:

- $T=300$ K, so $kT=0.02585$ eV
- barriers from 0.60 to 1.30 eV, so $D=0.70$ eV
- $\nu_0=10^{13}$ Hz and $w=0.03$ eV
- defects in 0.5 % of cells of 0.064 nm³, so $n=7.8\times10^{19}$ cm⁻³
- $P_s=30$ uC/cm²

Equation (2) gives $m_{eq}=0.821$ and $\nu=3.5\times10^{13}$ s⁻¹. The saturated bias field is

$$\mathcal E_{sat}=\frac{(7.81\times10^{25}\,\mathrm{m^{-3}})(0.03)(1.602\times10^{-19}\,\mathrm J)(0.821)}{0.30\,\mathrm{C/m^2}}=1.03\times10^6\ \mathrm{V/m},$$

or 10.3 kV/cm. The relaxation times run from $\tau_1=0.34$ ms to $\tau_2=2.0\times10^8$ s, about 6 years. These are 11.8 decades, of which equation (6) leaves 10.0, from 1 ms to $10^7$ s.

Each decade relaxes $0.02585\times2.303/0.70=8.5$ % of the defects and adds $0.0850\times10.28=0.87$ kV/cm to the bias:

| $t$ (s) | $E^*$ (eV) | $F$ | $\mathcal E_b$ (kV/cm) |
|---|---|---|---|
| $1$ | 0.806 | 0.316 | 3.25 |
| $10^2$ | 0.925 | 0.486 | 5.00 |
| $10^4$ | 1.044 | 0.656 | 6.74 |
| $10^6$ | 1.163 | 0.826 | 8.49 |

At $10^6$ s the logarithmic formula gives $F=0.8262$ and the full one 0.8260. The front moves 0.060 eV per decade and is 0.080 eV wide.

The bias in the table assumes a readout faster than $\tau_1$. In a loop lasting 1 s, the defects that relax within 1 s follow the reversals and contribute little to the shift. As an estimate, the shift measured in the first loop is then lower by roughly the 1 s entry, about 3 kV/cm, while its growth per decade at much later times is nearly unchanged. Repeated loops also disturb slower defects and lower the shift further.

**Other barrier distributions.** With a Gaussian centred at 0.95 eV and a standard deviation of 0.20 eV, the smallest slope between 1 s and $10^6$ s is 0.53 of the largest. The front crosses 0.36 eV in that time, so it passes the maximum and moves down the far side. At $10^6$ s, $\bar E=1.178$ eV lies 1.14 standard deviations above the centre, where $g$ has fallen to $e^{-1.14^2/2}=0.52$ of its peak. Such aging bends visibly on a logarithmic plot. At the other extreme, a uniform band only 0.05 eV wide, less than the front itself, never reaches the plateau: its largest slope is 0.62 of $kT$ divided by the width.

**Permittivity.** Suppose that aging stiffens the domain walls in proportion to $F$ and that the permittivity varies inversely with this stiffness: $\varepsilon(t)/\varepsilon(0)=1/(1+\kappa F)$. Then

$$\frac{d}{d\ln t}\frac{\varepsilon(t)}{\varepsilon(0)}=-\frac{\kappa}{(1+\kappa F)^2}\frac{dF}{d\ln t}.$$

For $\kappa=0.25$ the total loss is $1-1/1.25=20$ %. The loss is 1.79 % of the initial value between 1 and 10 s, and 1.48 % between $10^5$ and $10^6$ s. Even a perfectly logarithmic $F$ thus gives a slightly curved permittivity.

## Temperature and reversal

The plateau slope of $F$ is proportional to $T$. The bias also contains $m_{eq}$, so its rate is

$$\frac{d\mathcal E_b}{d\ln t}=\frac{nw}{P_s}\,\frac{kT}{D}\tanh\frac{w}{kT}. \tag{8}$$

For $kT\ll w$ this grows as $T$. For $kT\gg w$ it tends to the constant $nw^2/(P_sD)$, because at higher temperature the front crosses a wider range of barriers per decade, but the defects align less. With $n$, $w$, $P_s$ and $D$ held fixed, going from 300 to 360 K raises the temperature by a factor 1.20 but the bias rate by only 1.09. The stronger effect is on the window: $\tau_2$ falls from 6 years to $5.3\times10^4$ s, about 15 hours.

A different starting state changes the amplitude. If all defects start with alignment $m_0$, equation (2) gives $m=m_{eq}+(m_0-m_{eq})e^{-t/\tau}$, and the average over barriers is

$$\bar m(t)=m_0+(m_{eq}-m_0)F(t). \tag{9}$$

Consider a fully aged sample whose polarization is reversed and held there by a field. Relative to the new polarization, $m_0=-m_{eq}$ and $\bar m=m_{eq}(2F-1)$. The bias starts at $-10.3$ kV/cm and changes by $2\times0.874=1.75$ kV/cm per decade. It crosses zero at $F=1/2$. From the table this is $(0.500-0.486)/0.085=0.16$ decades after 100 s, or about 150 s. Until then the defects still favour the old state.

## Beside the real material

Hard lead zirconate titanate ceramics show internal bias fields of roughly a few kV/cm and permittivity losses of roughly a few per cent per decade, so the example has the right order of magnitude, with a permittivity loss at the low end. This agreement is no test of the model, since $n$, $w$ and $\kappa$ were chosen in that regime. The spread $D=0.70$ eV, which sets both rates per decade and the length of the window, is likewise an assumption and not a measured property of these ceramics. The sharp-edged barrier distribution is an idealization.

The restriction to two orientations has a large effect. In a tetragonal cell a vacancy can sit on six sides of the acceptor. Suppose that one side has energy $-w$, one has $+w$ and the other four have zero; the result depends on this choice. Boltzmann weights then give

$$m_{eq}^{(6)}=\frac{\sinh(w/kT)}{\cosh(w/kT)+2}=0.383,$$

and the saturated bias drops from 10.3 to 4.8 kV/cm. The logarithm survives. If every hop rate scales as $e^{-E/kT}$, the alignment of one defect is some function $h(x)$ with $h(0)=0$. The average $(kT/D)\int_{t/\tau_2}^{t/\tau_1}h\,dx/x$ has the slope $(kT/D)[h(t/\tau_1)-h(t/\tau_2)]$, which tends to $(kT/D)\,h(\infty)$ inside the window. Solving the six-state rate equations with 90° hops gives an alignment slope of 0.0142 per unit of $\ln t$, equal to $0.03693\times0.3835$; two orientations give 0.0303. The bias rate becomes about 0.41 kV/cm per decade.

Other neglected effects, estimated for these numbers:

- **Dipole coupling.** Two dipoles of $2e\times0.2$ nm at the mean spacing of 2.3 nm, with an assumed screening factor of 10, interact with about 1.8 meV side by side, or 7 % of $kT$, and with twice that head to tail. Randomly placed defects have their nearest neighbour at 0.55 of this spacing on average, where the side-by-side energy is about six times larger, or 0.4 $kT$. With this screening, coupling is not negligible: it makes the alignment energy vary from site to site. With a screening factor of 1000 it would be a hundred times weaker. Elastic coupling is not included.
- **Tunnelling.** The leading (Wigner) correction, with the barrier-top frequency set equal to $\nu_0$, raises the rates by 11 % and shifts the time axis by 0.04 decades.
- **Polarization change.** For a relative permittivity of 1000, the saturated bias changes $P_s$ by 3 %.

Drift of free charge to domain walls and grain boundaries is also left out, and its size is not estimated here.

## What to do about it

**Do not read the mechanism off the straight line.** Suppose instead that there is a single barrier, which rises in proportion to the aging $y$ already done. In scaled form $dy/dt=e^{-y}/t_0$, so $e^y\,dy=dt/t_0$. With $y(0)=0$ this gives $y=\ln(1+t/t_0)$, again a logarithm. The straight part of the curve alone cannot tell the two apart. Saturation at late times would speak against this second model, which has none.

**Extrapolate by decades, within the window.** At constant temperature, two readings on the plateau fix the rate. In the example, $6.74+2\times0.874=8.49$ kV/cm correctly predicts the value at $10^6$ s from that at $10^4$ s. By equation (1) the same line reaches saturation at $t=e^{-\gamma}\tau_2=0.56\,\tau_2$, so it must not be continued that far.

**Start the clock when the aging starts.** For the bias this is the quench if the sample is cooled into a single polarization direction that it then keeps. If domains of both signs were equally common before poling, their earlier biases cancel on average and, in the model with two orientations, the clock starts at poling. If it starts late by $\delta$, the true time is $t+\delta$, and on the plateau the apparent slope is multiplied by $t/(t+\delta)$. At $t=10\,\delta$ it is still 9 % too low.

**Hold the temperature.** From $F=(E^*+\gamma kT-E_1)/D$, a relative change $\Delta T/T$ shifts the logarithmic clock by about $(\Delta T/T)\,\bar E/(kT\ln10)$ decades. For 5 K at $10^4$ s this is $(5/300)(1.059/0.0595)=0.30$; the full formula gives 0.29. A sample aged at 305 K for $10^4$ s has the same relaxed fraction as one aged at 300 K for about twice as long. For the bias the shift is smaller, about 0.23 decades, because $m_{eq}$ is lower at 305 K.

**Age hot before use, if the poled state survives it.** Holding the example at 360 K for $3\tau_2$, about 44 hours, relaxes nearly all defects. After cooling to 300 K some drift remains, because the equilibrium alignment is larger there. The ratio of the two alignments is $1.09/1.20=0.91$, so for very fast cooling equation (9) leaves about 9 % of the original amplitude, and the rate falls from 0.87 to about 0.08 kV/cm per decade. Slower cooling leaves a smaller total and less early drift, because defects with low barriers keep adjusting on the way down. The late drift hardly changes, because defects with high barriers freeze near their 360 K alignment: after linear cooling over one hour about 3 % of the amplitude is left, but between $10^6$ and $10^7$ s the rate is still about 0.07 kV/cm per decade. This estimate requires that no barriers lie above 1.30 eV, that $w$ and $P_s$ do not change with temperature, and that the polarization is not disturbed afterwards. Reversing it restarts the aging at nearly the doubled rate found above.

The numerical output below lists the values at higher resolution.

## Computed values

```
Temperature: 300 K; kT = 0.02585 eV
Barriers: 0.60 to 1.30 eV; width D = 0.70 eV
Attempt frequency: 1.0e+13 Hz; alignment energy w = 0.030 eV
Cell volume: 0.064 nm^3; defects/cell: 0.005
Defect density: 7.812e+19 cm^-3; Ps = 30 uC/cm2
Rate prefactor nu: 3.505e+13 1/s
Equilibrium alignment tanh(w/kT): 0.8212
Saturated bias field: 10.279 kV/cm
tau1 = 3.427e-04 s; tau2 = 1.970e+08 s = 6.24 years
Decades between tau1 and tau2: 11.76
Slope within 5 % of plateau: 1.03e-03 s to 1.01e+07 s
Decades in that window: 9.99
Plateau slope kT/D: 0.03693 per unit of ln t
Relaxed fraction per decade: 8.504 %
Bias growth/decade: 0.8741 kV/cm
t (s) | front E* (eV) | F exact | F logarithmic | Eb (kV/cm)
1e+00 | 0.8063 | 0.31598 | 0.31598 | 3.248
1e+02 | 0.9253 | 0.48606 | 0.48606 | 4.996
1e+04 | 1.0444 | 0.65613 | 0.65613 | 6.744
1e+06 | 1.1634 | 0.82602 | 0.82621 | 8.491
Front advance per decade: 0.0595 eV
Front width, 10 to 90 % relaxed: 0.0797 eV
Gaussian barriers: centre 0.95 eV, sigma 0.20 eV
  smallest/largest slope, 1 s to 1e6 s: 0.531
  slope at 1e4 s: numerical 0.04405, local 0.04441, with curvature 0.04399
Narrow barriers, width 0.05 eV: peak slope/(kT/width) = 0.617
Bias growth rate, 360 K over 300 K: 1.0917
  temperature ratio: 1.2000
  tau2 at 360 K: 5.255e+04 s
Permittivity, kappa = 0.25: full loss 20.0 % of initial value
  loss from 1 to 10 s: 1.791 % of initial value
  loss from 1e5 to 1e6 s: 1.484 % of initial value
Neglected effects:
  six orientations: equilibrium alignment 0.3835, saturated bias 4.800 kV/cm
  six orientations: alignment slope 0.01416 per ln t; two: 0.03033
  dipole pair at mean spacing 2.34 nm, moment 2e x 0.2 nm, screening 10: 1.80 meV
  that pair energy over kT: 0.070
  tunnelling (Wigner) rate factor: 1.107, clock shift 0.044 decades
  polarization change by saturated bias, permittivity 1000: 3.03 %
  aging 5 K hotter for 1e4 s: clock shift 0.290 decades
```
